**Gain deficit of a steady laser: photon-weighted and time-averaged**

For photon number n, spontaneous emission rate A into the mode, absorption rate B per photon, net gain G = A − B and cavity loss κ, the program examines two stationary identities: κ − ⟨Gn⟩/⟨n⟩ = ⟨A⟩/⟨n⟩ and κ − ⟨G⟩ = ⟨(κ+B)·1[n=0]⟩. It solves the joint master equation of a model laser with 200 two-level emitters at three pump rates and asserts both identities to within 10⁻⁷ per ns. It also asserts that the rate equations, integrated in time, reach their algebraic fixed point. A control with frozen gain asserts that both averages then have the same deficit. The output shows the photon-weighted deficit falling from 16.2 to 3.90 per ns as the pump rises from 20 to 80 per ns, while the time-averaged deficit falls from 5.59 to 0.00090 per ns. For a model diode laser emitting 1 mW, the printed estimate of the relative photon-weighted deficit is about 4.8 × 10⁻⁵.

## Numerical verification

```python
"""
Result under test: how far the steady gain of a laser lies below its loss.
For photon number n, spontaneous rate A into the mode, absorption rate B per
photon, net gain G = A - B and cavity loss kappa, the stationary state obeys
    kappa - <G n>/<n> = <A>/<n>                    (photon-weighted gain)
    kappa - <G>       = <(kappa + B) [n = 0]>      (time-averaged gain)
The noise-free rate equations give kappa - G = A/S, S = their photon number.
Model: M two-level emitters, N excited, A = g N, B = g (M - N).
pump = excitation rate per unexcited emitter, gamma = decay outside the mode.
All rates are in 1/ns. The averages come from the joint master equation.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

M = 200
g = 1.0
gamma = 1.0
kappa = 100.0
pumps = [20.0, 40.0, 80.0]
n_max = 160


def stationary_joint(pump, pin_N, pin_n):
    """Stationary probabilities P[N, n], solved from the jump rates."""
    N, n = np.meshgrid(np.arange(M + 1), np.arange(n_max + 1), indexing="ij")
    width = n_max + 1
    size = (M + 1) * width
    source = (N * width + n).ravel()
    jumps = [
        (pump * (M - N), 1, 0),
        (gamma * N, -1, 0),
        (g * N * (n + 1) * (n < n_max), -1, 1),
        (g * (M - N) * n, 1, -1),
        (kappa * n, 0, -1),
    ]
    rows, cols, vals = [], [], []
    for rate, dN, dn in jumps:
        r = np.asarray(rate, dtype=float).ravel()
        ok = r > 0
        s = source[ok]
        rows += [s + dN * width + dn, s]
        cols += [s, s]
        vals += [r[ok], -r[ok]]
    Q = coo_matrix((np.concatenate(vals),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(size, size)).tocsc()
    # Fix one likely state to 1, solve for the others, then normalize.
    pin = pin_N * width + pin_n
    keep = np.delete(np.arange(size), pin)
    reduced = Q[keep][:, keep].tocsc()
    rhs = -Q[:, [pin]].toarray().ravel()[keep]
    lu = splu(reduced, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
              options=dict(SymmetricMode=True))
    p = np.ones(size)
    p[keep] = lu.solve(rhs)
    p /= p.sum()
    assert np.max(np.abs(Q @ p)) < 1e-9
    assert p.min() > -1e-13
    return N, n, p.reshape(M + 1, width)


def rate_equation_fixed_point(pump):
    """Algebraic fixed point: carrier balance inserted in photon balance."""
    a = 2 * g * (pump + gamma)
    b = -((kappa + g * M) * (pump + gamma) + 2 * g * pump * M + kappa * g)
    c = (kappa + g * M) * pump * M
    roots = np.roots([a, b, c]).real
    for N in roots:
        S = (pump * M - (pump + gamma) * N) / kappa
        if 0 < N < M and S > 0:
            return N, S
    raise AssertionError("no physical fixed point")


def rate_equation_by_time(pump):
    """Fixed point reached by integrating the rate equations from darkness."""
    def rhs(t, y):
        N, S = y
        net = g * N * (S + 1) - g * (M - N) * S
        return [pump * (M - N) - gamma * N - net, net - kappa * S]
    sol = solve_ivp(rhs, (0, 5), [0.0, 0.0], method="LSODA",
                    rtol=1e-10, atol=1e-10)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


N_th = 0.5 * (M + kappa / g)
pump_th = (gamma + g) * N_th / (M - N_th)
print(f"emitters M = {M}, g = {g:.1f} /ns, gamma = {gamma:.1f} /ns")
print(f"cavity loss kappa = {kappa:.1f} /ns")
print(f"excited emitters at which G = kappa: {N_th:.1f}")
print(f"pump reaching it without stimulated processes: {pump_th:.1f} /ns")

plain_list, weighted_list = [], []
for pump in pumps:
    N_fix, S_fix = rate_equation_fixed_point(pump)
    N_ode, S_ode = rate_equation_by_time(pump)
    assert abs(N_fix - N_ode) < 1e-5 and abs(S_fix - S_ode) < 1e-5
    G_ode = g * (2 * N_ode - M)
    n_sp = g * N_ode / G_ode
    assert abs(G_ode - kappa * S_ode / (S_ode + n_sp)) < 1e-4
    deficit_rate = kappa - g * (2 * N_fix - M)

    N, n, P = stationary_joint(pump, int(round(N_fix)), int(round(S_fix)))
    assert P[:, -1].sum() < 1e-11
    A = g * N
    B = g * (M - N)
    G = A - B
    mean_n = np.sum(P * n)
    mean_A = np.sum(P * A)
    mean_G = np.sum(P * G)
    weighted = kappa - np.sum(P * G * n) / mean_n
    plain = kappa - mean_G
    p_empty = P[:, 0].sum()
    empty_term = np.sum(P[:, 0] * (kappa + B[:, 0]))
    cov = np.sum(P * (G - mean_G) * (n - mean_n))
    assert abs(weighted - mean_A / mean_n) < 1e-7
    assert abs(plain - empty_term) < 1e-7
    assert 0 < plain < weighted
    plain_list.append(plain)
    weighted_list.append(weighted)

    print(f"--- pump = {pump:.0f} /ns")
    print(f"rate equations: N = {N_fix:.3f}, S = {S_fix:.3f}, "
          f"n_sp = {n_sp:.4f}")
    print(f"rate-equation deficit kappa - G = {deficit_rate:.4f} /ns")
    print(f"master equation: <N> = {np.sum(P * N):.4f}, <n> = {mean_n:.4f}")
    print(f"<A> = {mean_A:.4f} /ns, Cov(G,n) = {cov:.4f} /ns")
    print(f"photon-weighted deficit = {weighted:.5f} /ns")
    print(f"<A>/<n> = {mean_A / mean_n:.5f} /ns")
    print(f"time-averaged deficit = {plain:.4e} /ns")
    print(f"<(kappa+B)[n=0]> = {empty_term:.4e} /ns")
    print(f"P(n=0) = {p_empty:.3e}, <n>P(n=0) = {mean_n * p_empty:.3e}")

# Far above threshold the time-averaged deficit is the much smaller one,
# and it falls faster with pumping than the photon-weighted deficit.
assert plain_list[-1] < 0.05 * weighted_list[-1]
ratios = np.array(plain_list) / np.array(weighted_list)
assert np.all(np.diff(ratios) < 0)
print("time-averaged / photon-weighted deficit: "
      + ", ".join(f"{r:.3e}" for r in ratios))

# Control: gain frozen at the last rate-equation value, so no saturation.
A0 = g * N_fix
B0 = g * (M - N_fix)
size = 1800
k = np.arange(size)
up = A0 * (k + 1.0)
up[-1] = 0.0
down = (B0 + kappa) * k
T = np.diag(-(up + down)) + np.diag(up[:-1], -1) + np.diag(down[1:], 1)
T[-1, :] = 1.0
unit = np.zeros(size)
unit[-1] = 1.0
q = np.linalg.solve(T, unit)
frozen_mean = np.sum(k * q)
frozen_deficit = kappa - (A0 - B0)
assert abs(frozen_mean - A0 / frozen_deficit) < 1e-6 * frozen_mean
assert abs(q[0] * (kappa + B0) - frozen_deficit) < 1e-6 * frozen_deficit
print("--- gain frozen at the rate-equation value of the last pump")
print(f"<n> = {frozen_mean:.3f}, P(n=0) = {q[0]:.4e}")
print(f"deficit of either average = {frozen_deficit:.4f} /ns")

# Size of the photon-weighted deficit in a model diode laser.
power = 1e-3
wavelength = 1.55e-6
loss_total = 5e11
loss_mirror = 2.5e11
n_sp_diode = 1.5
photon_energy = constants.h * constants.c / wavelength
S_diode = power / (photon_energy * loss_mirror)
relative = n_sp_diode / (S_diode + n_sp_diode)
print("--- model diode laser")
print(f"output = {power * 1e3:.1f} mW, wavelength = "
      f"{wavelength * 1e6:.2f} micrometre, n_sp = {n_sp_diode:.1f}")
print(f"total loss = {loss_total * 1e-9:.0f} /ns, "
      f"mirror loss = {loss_mirror * 1e-9:.0f} /ns")
print(f"photon energy = {photon_energy:.4e} J")
print(f"photons in the mode = {S_diode:.4e}")
print(f"relative photon-weighted deficit = {relative:.3e}")
print(f"photon-weighted deficit = {relative * loss_total * 1e-9:.4f} /ns")
print("verified")
```

It prints:

```
emitters M = 200, g = 1.0 /ns, gamma = 1.0 /ns
cavity loss kappa = 100.0 /ns
excited emitters at which G = kappa: 150.0
pump reaching it without stimulated processes: 6.0 /ns
--- pump = 20 /ns
rate equations: N = 142.857, S = 10.000, n_sp = 1.6667
rate-equation deficit kappa - G = 14.2857 /ns
master equation: <N> = 147.2046, <n> = 9.0870
<A> = 147.2046 /ns, Cov(G,n) = -96.4013 /ns
photon-weighted deficit = 16.19942 /ns
<A>/<n> = 16.19942 /ns
time-averaged deficit = 5.5907e+00 /ns
<(kappa+B)[n=0]> = 5.5907e+00 /ns
P(n=0) = 4.072e-02, <n>P(n=0) = 3.700e-01
--- pump = 40 /ns
rate equations: N = 146.341, S = 20.000, n_sp = 1.5789
rate-equation deficit kappa - G = 7.3171 /ns
master equation: <N> = 149.8102, <n> = 18.5778
<A> = 149.8102 /ns, Cov(G,n) = -142.7562 /ns
photon-weighted deficit = 8.06392 /ns
<A>/<n> = 8.06392 /ns
time-averaged deficit = 3.7970e-01 /ns
<(kappa+B)[n=0]> = 3.7970e-01 /ns
P(n=0) = 3.133e-03, <n>P(n=0) = 5.821e-02
--- pump = 80 /ns
rate equations: N = 148.148, S = 40.000, n_sp = 1.5385
rate-equation deficit kappa - G = 3.7037 /ns
master equation: <N> = 149.9996, <n> = 38.5004
<A> = 149.9996 /ns, Cov(G,n) = -149.9650 /ns
photon-weighted deficit = 3.89606 /ns
<A>/<n> = 3.89606 /ns
time-averaged deficit = 8.9839e-04 /ns
<(kappa+B)[n=0]> = 8.9839e-04 /ns
P(n=0) = 8.262e-06, <n>P(n=0) = 3.181e-04
time-averaged / photon-weighted deficit: 3.451e-01, 4.709e-02, 2.306e-04
--- gain frozen at the rate-equation value of the last pump
<n> = 40.000, P(n=0) = 2.4390e-02
deficit of either average = 3.7037 /ns
--- model diode laser
output = 1.0 mW, wavelength = 1.55 micrometre, n_sp = 1.5
total loss = 500 /ns, mirror loss = 250 /ns
photon energy = 1.2816e-19 J
photons in the mode = 3.1212e+04
relative photon-weighted deficit = 4.806e-05
photon-weighted deficit = 0.0240 /ns
verified
```
